# The thickest film with resolvable Kiessig fringes in X-ray reflectivity: a program that tests the result

```python
"""Thickest film with resolvable Kiessig fringes in X-ray reflectivity.

Result under test:  d_max = C * g * wavelength / (2 w)
  w : full width at half maximum of the Gaussian resolution in grazing angle
  C : (2/pi) sqrt(ln 2 * ln(1/f)), f = fraction of fringe amplitude kept
  g : sqrt(sin^2 theta - sin^2 theta_c) / (sin theta cos theta)
theta is the grazing angle, theta_c the critical angle of the film.
The formula is compared with numerical blurring of the full reflectivity.
Internally atomic units: photon energy omega, wavevector k = omega / c.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
C_LIGHT = 1.0 / const.fine_structure
FWHM_PER_SIGMA = 2.0 * np.sqrt(2.0 * np.log(2.0))

# Model parameters
energy_ev = 8000.0
film_density = 0.35          # electrons per cubic angstrom
substrate_density = 0.70     # electrons per cubic angstrom
attenuation_length = 1.0e7   # angstrom, intensity falls by e
width = 1.0e-4               # rad, resolution FWHM
kept = 0.1                   # fraction f
theta_example = 0.010        # rad

OMEGA = energy_ev / HARTREE
RHO_F = film_density * BOHR**3
RHO_S = substrate_density * BOHR**3
MU = BOHR / attenuation_length


def normal_wavevectors(theta, omega, mu):
    k = omega / C_LIGHT
    outside = k * np.sin(theta) + 0j
    film = np.sqrt(outside**2 - 4 * np.pi * RHO_F / C_LIGHT**2 + 1j * k * mu)
    substrate = np.sqrt(outside**2 - 4 * np.pi * RHO_S / C_LIGHT**2)
    return outside, film, substrate


def reflectivity(theta, d, omega=OMEGA, mu=MU):
    q0, q1, q2 = normal_wavevectors(theta, omega, mu)
    top = (q0 - q1) / (q0 + q1)
    bottom = (q1 - q2) / (q1 + q2)
    turn = np.exp(2j * q1 * d)
    return np.abs((top + bottom * turn) / (1 + top * bottom * turn))**2


def reflectivity_from_boundaries(theta, d):
    """Solve continuity of field and derivative at both interfaces."""
    q0, q1, q2 = normal_wavevectors(theta, OMEGA, MU)
    down, up = np.exp(1j * q1 * d), np.exp(-1j * q1 * d)
    # unknowns: reflected, film downward, film upward, transmitted
    matrix = np.array([[-1, 1, 1, 0],
                       [q0, q1, -q1, 0],
                       [0, down, up, -1],
                       [0, q1 * down, -q1 * up, -q2]])
    return abs(np.linalg.solve(matrix, np.array([1, q0, 0, 0]))[0])**2


def sin_critical(density, omega=OMEGA):
    return np.sqrt(4 * np.pi * density) / omega


def edge_factor(theta, omega=OMEGA):
    s2 = np.sin(theta)**2 - sin_critical(RHO_F, omega)**2
    return np.sqrt(s2) / (np.sin(theta) * np.cos(theta))


def wavelength(omega=OMEGA):
    return 2 * np.pi * C_LIGHT / omega


def spacing(theta, d, omega=OMEGA):
    return edge_factor(theta, omega) * wavelength(omega) / (2 * d)


def gaussian_factor(w, fringe):
    return np.exp(-np.pi**2 * w**2 / (4 * np.log(2) * fringe**2))


def gaussian_nodes(number=401):
    x = np.linspace(-5, 5, number)
    weights = np.exp(-x**2 / 2)
    return x / FWHM_PER_SIGMA, weights / weights.sum()   # in units of FWHM


def fringe(d, theta, shifts=np.zeros(1), weights=np.ones(1),
           omega=OMEGA, energy_shifts=0.0, mu=MU):
    """Amplitude and mean of the blurred reflectivity at angle theta.

    The thickness is shifted through two fringe periods, which slides the
    fringes past the fixed angle; a Hann window isolates the first harmonic.
    """
    q1 = normal_wavevectors(theta, omega, 0.0)[1].real
    u = np.arange(-8, 8) / 8
    hann = 0.5 * (1 + np.cos(np.pi * u))
    thickness = d + u * np.pi / q1
    blurred = reflectivity((theta + shifts)[None, :], thickness[:, None],
                           omega * (1 + energy_shifts), mu) @ weights
    harmonic = np.sum(hann * blurred * np.exp(-2j * np.pi * u))
    return 2 * abs(harmonic) / hann.sum(), np.sum(hann * blurred) / hann.sum()


NODES, WEIGHTS = gaussian_nodes()


def limit_numerical(theta, w, omega=OMEGA):
    """Thickness where the blurred fringe amplitude falls to the fraction f."""
    unit = wavelength(omega) / (2 * w)

    def excess(d):
        blurred = fringe(d, theta, w * NODES, WEIGHTS, omega)[0]
        return blurred / fringe(d, theta, omega=omega)[0] - kept
    return brentq(excess, 0.5 * unit, 1.2 * unit, rtol=1e-8)


PREFACTOR = 2 / np.pi * np.sqrt(np.log(2) * np.log(1 / kept))


def limit_formula(theta, w, omega=OMEGA):
    return PREFACTOR * edge_factor(theta, omega) * wavelength(omega) / (2 * w)


def maxima(angles, values):
    inner = values[1:-1]
    return angles[1:-1][(inner > values[:-2]) & (inner > values[2:])]


# Reflection formula against the boundary equations
for angle in (0.005, 0.010, 0.020):
    for d_test in (500 / BOHR, 6000 / BOHR):
        direct = reflectivity_from_boundaries(angle, d_test)
        assert abs(reflectivity(angle, d_test) / direct - 1) < 1e-6

# Fringe spacing from located maxima, near and far from the critical angle
d_spacing = 5000 / BOHR
spacing_error = 0.0
for centre in (0.005, 0.010):
    scan = np.linspace(centre - 3e-4, centre + 3e-4, 30001)
    peaks = maxima(scan, reflectivity(scan, d_spacing))
    assert len(peaks) >= 3
    middle = (peaks[1:] + peaks[:-1]) / 2
    deviation = np.diff(peaks) / spacing(middle, d_spacing) - 1
    spacing_error = max(spacing_error, np.max(np.abs(deviation)))
assert spacing_error < 0.01

# Thickness limit at several angles
table = []
for angle in (0.005, 0.010, 0.020):
    found, predicted = limit_numerical(angle, width), limit_formula(angle, width)
    assert abs(found / predicted - 1) < 0.01
    table.append((angle, edge_factor(angle), predicted, found))

# Scaling exponents of the numerical limit, well above the critical angle
far = 0.020
slope_width = np.log(limit_numerical(far, 2e-4) / limit_numerical(far, 5e-5)) \
    / np.log(4)
slope_wavelength = np.log(limit_numerical(far, width)
                          / limit_numerical(far, width, 2 * OMEGA)) / np.log(2)
assert abs(slope_width + 1) < 0.01
assert abs(slope_wavelength - 1) < 0.02   # small remainder of the edge factor

# Uniform acceptance: amplitude vanishes when one fringe fills the width
box = (np.arange(400) + 0.5) / 400 - 0.5
box_weights = np.full(400, 1 / 400)
d_zero = edge_factor(theta_example) * wavelength() / (2 * width)
box_ratio = [fringe(x * d_zero, theta_example, width * box, box_weights)[0]
             / fringe(x * d_zero, theta_example)[0] for x in (0.5, 1.0)]
assert abs(box_ratio[0] - 2 / np.pi) < 0.01
assert box_ratio[1] < 0.02

# Angular and energy widths together, near the critical angle
angle_joint, w_joint, energy_width, d_joint = 0.005, 4e-5, 0.01, 6000 / BOHR
x, p = gaussian_nodes(101)
xa, xe = (a.ravel() for a in np.meshgrid(x, x))
joint = fringe(d_joint, angle_joint, w_joint * xa, np.outer(p, p).ravel(),
               energy_shifts=energy_width * xe)[0]
joint /= fringe(d_joint, angle_joint)[0]
total_width = np.hypot(w_joint, energy_width * np.tan(angle_joint))
joint_formula = gaussian_factor(total_width, spacing(angle_joint, d_joint))
assert abs(joint / joint_formula - 1) < 0.03

# Worked example and absorption
d_max = limit_formula(theta_example, width)
ideal_amp, ideal_mean = fringe(d_max, theta_example)
blur_amp, blur_mean = fringe(d_max, theta_example, width * NODES, WEIGHTS)
absorption = ideal_amp / fringe(d_max, theta_example, mu=0.0)[0]
k_ratio = (OMEGA / C_LIGHT) / normal_wavevectors(theta_example, OMEGA, 0)[1].real
absorption_formula = np.exp(-MU * d_max * k_ratio)
assert abs(absorption / absorption_formula - 1) < 0.005

# Fringes seen, or not seen, in blurred angular scans
scan = np.linspace(0.0095, 0.0105, 1201)
half_unit = wavelength() / (2 * width)
counts = []
for d_scan in (0.5 * half_unit, d_max, 1.5 * half_unit):
    curve = reflectivity(scan[:, None] + width * NODES[None, :], d_scan) @ WEIGHTS
    counts.append(len(maxima(scan, curve)))
assert counts[0] in (5, 6) and counts[1] in (7, 8, 9) and counts[2] == 0

needed = PREFACTOR * edge_factor(theta_example) * wavelength() \
    / (2 * 10000 / BOHR)
assert abs(limit_numerical(theta_example, needed) * BOHR / 10000 - 1) < 0.01

print(f"photon energy: {energy_ev:.0f} eV")
print(f"wavelength: {wavelength() * BOHR:.4f} angstrom")
print(f"film electron density: {film_density:.2f} per cubic angstrom")
print(f"substrate electron density: {substrate_density:.2f} per cubic angstrom")
print(f"attenuation length in film: {attenuation_length:.1e} angstrom")
print(f"critical angle, film: {1e3 * np.arcsin(sin_critical(RHO_F)):.3f} mrad")
print("critical angle, substrate: "
      f"{1e3 * np.arcsin(sin_critical(RHO_S)):.3f} mrad")
print(f"resolution FWHM w: {1e3 * width:.3f} mrad")
print(f"kept fraction f: {kept:.2f}")
print(f"grazing angle of example: {1e3 * theta_example:.1f} mrad")
print(f"wavelength/(2w): {half_unit * BOHR:.0f} angstrom")
print(f"prefactor C: {PREFACTOR:.4f}")
print(f"f that gives C = 1: {gaussian_factor(1.0, 1.0):.4f}")
print(f"edge factor g: {edge_factor(theta_example):.4f}")
print(f"d_max, formula: {d_max * BOHR:.0f} angstrom = {d_max:.0f} bohr")
print(f"fringe spacing at d_max: {1e3 * spacing(theta_example, d_max):.4f} mrad")
print(f"contrast at d_max, unblurred: {ideal_amp / ideal_mean:.4f}")
print(f"contrast at d_max, blurred: {blur_amp / blur_mean:.4f}")
print(f"absorption factor of amplitude, numerical: {absorption:.4f}")
print(f"absorption factor of amplitude, formula: {absorption_formula:.4f}")
print("relative energy width that blurs as much as w: "
      f"{width / np.tan(theta_example):.4f}")
print(f"w needed for 10000 angstrom: {1e3 * needed:.4f} mrad")
print("angle (mrad), g, d_max formula, d_max numerical (angstrom):")
for angle, g, predicted, found in table:
    print(f"  {1e3 * angle:.0f}  {g:.4f}  {predicted * BOHR:.0f}"
          f"  {found * BOHR:.0f}")
print(f"largest relative error of fringe spacing: {spacing_error:.1e}")
print(f"numerical exponent of d_max in w: {slope_width:.4f}")
print(f"numerical exponent of d_max in wavelength: {slope_wavelength:.4f}")
print(f"uniform acceptance, half a fringe, kept: {box_ratio[0]:.4f}")
print(f"uniform acceptance, one fringe, kept: {box_ratio[1]:.4f}")
print(f"joint angle and energy blur, numerical: {joint:.4f}")
print(f"joint angle and energy blur, formula: {joint_formula:.4f}")
print("maxima between 9.5 and 10.5 mrad after blurring:")
print(f"  d = 0.5 wavelength/(2w): {counts[0]}")
print(f"  d = d_max: {counts[1]}")
print(f"  d = 1.5 wavelength/(2w): {counts[2]}")
print("all assertions hold")
```

It prints:

```
photon energy: 8000 eV
wavelength: 1.5498 angstrom
film electron density: 0.35 per cubic angstrom
substrate electron density: 0.70 per cubic angstrom
attenuation length in film: 1.0e+07 angstrom
critical angle, film: 2.746 mrad
critical angle, substrate: 3.883 mrad
resolution FWHM w: 0.100 mrad
kept fraction f: 0.10
grazing angle of example: 10.0 mrad
wavelength/(2w): 7749 angstrom
prefactor C: 0.8043
f that gives C = 1: 0.0284
edge factor g: 0.9616
d_max, formula: 5993 angstrom = 11325 bohr
fringe spacing at d_max: 0.1243 mrad
contrast at d_max, unblurred: 0.9995
contrast at d_max, blurred: 0.1000
absorption factor of amplitude, numerical: 0.9397
absorption factor of amplitude, formula: 0.9396
relative energy width that blurs as much as w: 0.0100
w needed for 10000 angstrom: 0.0599 mrad
angle (mrad), g, d_max formula, d_max numerical (angstrom):
  5  0.8357  5208  5214
  10  0.9616  5993  5994
  20  0.9907  6174  6174
largest relative error of fringe spacing: 6.3e-04
numerical exponent of d_max in w: -1.0000
numerical exponent of d_max in wavelength: 0.9895
uniform acceptance, half a fringe, kept: 0.6368
uniform acceptance, one fringe, kept: 0.0067
joint angle and energy blur, numerical: 0.2861
joint angle and energy blur, formula: 0.2857
maxima between 9.5 and 10.5 mrad after blurring:
  d = 0.5 wavelength/(2w): 5
  d = d_max: 8
  d = 1.5 wavelength/(2w): 0
all assertions hold
```
